# Final Interstitial and Vacancy Concentrations in Sink-Free Silicon

Q: You have silicon with interstitials and vacancies in it, you change the temperature, and you want both final concentrations. Why should the starting values matter at all? I would expect equilibrium to forget them.

A: It forgets one combination of them and keeps another. Let $I(t)$ and $V(t)$ be the numbers of self-interstitials and vacancies per volume, uniform in space. Two processes act. An interstitial can fall into a vacancy, which removes one of each. A lattice atom can jump into an interstitial position, which creates one of each, a Frenkel pair. With recombination rate $kIV$ and generation rate $g$,

$$\frac{dI}{dt}=g-kIV,\qquad \frac{dV}{dt}=g-kIV .$$

The right-hand sides are the same, so subtraction gives

$$\frac{d(I-V)}{dt}=0,\qquad I-V=I_0-V_0\equiv\Delta .$$

The subscript 0 marks the start. A negative $\Delta$ means an excess of vacancies. The cancellation does not need $g$ and $k$ to be constant, so $\Delta$ survives any temperature history.

Q: It survives because you left out everything that could change it.

A: Yes, and that is the main condition. A surface or a dislocation can absorb or emit one kind of defect alone. A cluster can store vacancies that $V$ no longer counts. Either one changes $\Delta$. I also neglect the small change of crystal volume with temperature. We can size these effects once there are numbers.

Q: One conserved quantity cannot fix two unknowns. What is the second condition?

A: The balance of pair creation and recombination. Let $\theta=k_BT$ be the thermal energy; in atomic units it is measured in hartree. Put $n$ interstitials on $M$ possible positions. If $F_I$ is the free energy to form one, apart from the choice of position, the total is

$$G=nF_I-\theta\ln\frac{M!}{n!\,(M-n)!}.$$

For large numbers $\ln n!\approx n\ln n-n$, and the derivative with respect to $n$ is

$$\mu_I=F_I+\theta\ln\frac{n}{M-n}\approx F_I+\theta\ln\frac{I}{N_I}.$$

The last form holds for $n\ll M$, with $N_I$ the number of interstitial positions per volume. In the same way $\mu_V=F_V+\theta\ln(V/N_V)$. A new pair raises both numbers by one, so at the minimum of free energy $\mu_I+\mu_V=0$:

$$F_I+F_V+\theta\ln\frac{IV}{N_IN_V}=0
\;\Rightarrow\;
IV=N_IN_V\,e^{-(F_I+F_V)/\theta}\equiv K .$$

Q: Why not set $\mu_I=0$ and $\mu_V=0$ separately? That is the equilibrium I know.

A: Because that needs a sink. A surface can supply a single vacancy, so it drives $\mu_V$ to zero by itself, and likewise $\mu_I$. The results are $I^*=N_Ie^{-F_I/\theta}$ and $V^*=N_Ve^{-F_V/\theta}$. Their product is the same constant, $I^*V^*=K$. Without sinks only the sum of the chemical potentials can relax. "Final" here therefore means equilibrium between the two defects, which is weaker than full equilibrium.

The same $K$ fixes the generation rate. At equilibrium $g=kIV=kK$. In the dilute crystal $g$ does not depend on the few defects present, so $g=kK$ also holds away from equilibrium at that temperature.

Q: Defects in silicon carry charge. Which charge state is your $F_V$ for?

A: Let $I$ and $V$ count all charge states, and let $K$ be the product of the total equilibrium concentrations. This works if the Fermi level is fixed, because then each charge state is a fixed fraction of its total. I will check that condition for the example too.

Q: Then solve the two conditions.

A: Put $I=V+\Delta$ into $IV=K$:

$$V^2+\Delta V-K=0,\qquad V=\frac{-\Delta\pm\sqrt{\Delta^2+4K}}{2}.$$

The product of the two roots is $-K$, which is negative. So there is one positive root and one negative root, and a concentration must be the positive one. That selects the plus sign. Adding $\Delta$ gives the interstitials:

$$V_f=\frac{-\Delta+\sqrt{\Delta^2+4K}}{2},\qquad
I_f=\frac{\Delta+\sqrt{\Delta^2+4K}}{2}.$$

As a check, the difference is $\Delta$, and the product is $[(\Delta^2+4K)-\Delta^2]/4=K$. Exchanging the two defects reverses the sign of $\Delta$ and exchanges the formulas, as it should.

If $\Delta$ happens to equal $I^*-V^*$, then $I^*$ and $V^*$ satisfy both conditions, and since the solution is unique they are the answer. For any other $\Delta$ the final state differs from full equilibrium.

Q: The lattice counting used averages and large numbers. Does it survive an honest count?

A: Here is one. Take $10^8$ positions of each kind, fix an excess of 3000 interstitials, and choose the pair energy so that $K=4\times10^6$ in units of number squared. The formula predicts $-1500+\sqrt{1500^2+4\times10^6}=1000$ vacancies. Summing over all arrangements with their Boltzmann weights gives a mean that agrees within 0.1%. No rate equation enters that sum.

Q: You found a stationary state. Why must the crystal reach it?

A: Use $\Delta$ to eliminate $I$ from the vacancy equation. At constant temperature

$$\frac{dV}{dt}=kK-kV(V+\Delta)=-k\,(V^2+\Delta V-K).$$

The roots of the bracket are $V_f$ and $-I_f$, since the sum of the roots must be $-\Delta=V_f-I_f$. Hence

$$\frac{dV}{dt}=-k\,(V-V_f)(V+I_f).$$

The second bracket is positive. So $V$ falls when it is above $V_f$ and rises when it is below. At the start the bracket $V_0^2+\Delta V_0-K$ equals $I_0V_0-K$. Recombination therefore wins if $I_0V_0>K$, and generation wins if $I_0V_0<K$.

Q: How fast?

A: Define

$$y=\frac{V-V_f}{V+I_f},\qquad s=I_f+V_f=\sqrt{\Delta^2+4K}.$$

The quotient rule gives

$$\frac{dy}{dV}=\frac{(V+I_f)-(V-V_f)}{(V+I_f)^2}=\frac{s}{(V+I_f)^2}.$$

Multiplying by $dV/dt$ cancels both powers of $V+I_f$:

$$\frac{dy}{dt}=-ks\,\frac{V-V_f}{V+I_f}=-ks\,y,\qquad y=y_0e^{-kst}.$$

To recover $V$, write $V-V_f=yV+yI_f$ and collect terms:

$$V(t)=\frac{V_f+I_f\,y(t)}{1-y(t)}.$$

The denominator is safe because $V-V_f<V+I_f$, so $y<1$. The relaxation time is $\tau=1/(ks)$. Every physical start with the same $\Delta$ ends in the same state.

Q: And what sets $k$?

A: I take recombination to be limited by diffusion: a pair reacts once it comes within a capture radius $a$. Hold a vacancy at the origin and let interstitials diffuse to it with diffusivity $D$. The steady profile that vanishes at $r=a$ and tends to $C$ far away is $C(1-a/r)$. Its slope at $r=a$ is $C/a$, so the inflow is $4\pi a^2D\,C/a=4\pi aDC$. Both partners in fact move. For independent walks the mean-square displacements add, so $D$ becomes $D_I+D_V$:

$$k=4\pi a(D_I+D_V).$$

An energy barrier to recombination would make $k$ smaller. It would not change $\Delta$ or $K$, and so not the final state.

Q: Give me a case with numbers.

A: Take the interior of a silicon block 100 mm thick. It starts at 1685 K, near the melting point, with $I_0=7\times10^{14}$ and $V_0=8\times10^{14}\ \mathrm{cm^{-3}}$. I treat these as the full equilibrium values there. The block is then brought to 1500 K. All material parameters are rough. With formation energies $E=4$ eV for both defects and a constant formation entropy,

$$I^*(T)=I_0\exp\!\left[-\frac{E}{k_B}\left(\frac1T-\frac1{1685\ \mathrm K}\right)\right],$$

and similarly for $V^*$. At 1500 K this gives $I^*=2.34\times10^{13}$ and $V^*=2.68\times10^{13}\ \mathrm{cm^{-3}}$, so $K=6.27\times10^{26}\ \mathrm{cm^{-6}}$. The conserved difference is $\Delta=-1\times10^{14}\ \mathrm{cm^{-3}}$. Then

$$s=\sqrt{1.00\times10^{28}+2.51\times10^{27}}\ \mathrm{cm^{-3}}=1.118\times10^{14}\ \mathrm{cm^{-3}},$$

$$V_f=\frac{1.000+1.118}{2}\times10^{14}=1.06\times10^{14}\ \mathrm{cm^{-3}},$$

$$I_f=\frac{K}{V_f}=5.9\times10^{12}\ \mathrm{cm^{-3}}.$$

In other units these are $1.06\times10^{-10}$ and $5.9\times10^{-12}$ per cubic angstrom. About $6.9\times10^{14}$ pairs per $\mathrm{cm^3}$ have recombined. The vacancies were only 14% more numerous than the interstitials at the start, and now they outnumber them by a factor of 18.

Compare this with full equilibrium at 1500 K. Vacancies are above $V^*$ by a factor of 4.0, and interstitials are below $I^*$ by the same factor, because the product must be $K$. The crystal would lower its free energy by removing vacancies at a surface, but its interior has none.

Q: Why did you compute $I_f$ as $K/V_f$ and not from its own formula?

A: The formula for the minority subtracts two nearly equal numbers when $\Delta^2\gg K$. Take $\Delta=1$ and $K=10^{-18}$ in scaled units. The direct formula for $V_f$ in ordinary double precision returns zero. Finding the majority first and dividing gives $10^{-18}$, as it should.

Q: That limit looks useful by itself. What happens there?

A: Set $\epsilon=K/\Delta^2\ll1$ and expand the root:

$$|\Delta|\sqrt{1+4\epsilon}=|\Delta|\,(1+2\epsilon-2\epsilon^2+\dots).$$

The majority is half the sum of this and $|\Delta|$, which is $|\Delta|(1+\epsilon-\epsilon^2+\dots)$. The minority is $K$ divided by that. To leading order the majority is $|\Delta|$ and the minority is $K/|\Delta|$, the latter too large by a relative amount $\epsilon-\epsilon^2$.

Keep the same $\Delta$ and cool to 1400 K. Then $\epsilon=7.5\times10^{-4}$, $V_f=1.00\times10^{14}$ and $I_f=7.5\times10^{10}\ \mathrm{cm^{-3}}$. Further cooling hardly changes $V_f$ in this model: nearly every interstitial has already found a partner.

Q: And the opposite limit?

A: For $\Delta^2\ll4K$ the root is close to $2\sqrt K$, so $I_f\approx\sqrt K+\Delta/2$ and $V_f\approx\sqrt K-\Delta/2$. At $\Delta=0$ both are $\sqrt K$. Heating moves the crystal this way because $K$ grows while $\Delta$ stays.

Reheat the 1500 K state to 1600 K, where $K=3.00\times10^{28}\ \mathrm{cm^{-6}}$. Now $s=\sqrt{1.0\times10^{28}+1.20\times10^{29}}\ \mathrm{cm^{-3}}=3.61\times10^{14}\ \mathrm{cm^{-3}}$, and

$$I_f=1.30\times10^{14},\qquad V_f=2.30\times10^{14}\ \mathrm{cm^{-3}}.$$

Both rose by $1.24\times10^{14}\ \mathrm{cm^{-3}}$, the number of Frenkel pairs generated. The approximation $\sqrt K+\Delta/2$ gives $1.23\times10^{14}\ \mathrm{cm^{-3}}$ for the interstitials, about 5% below the full formula.

Q: A block that thick cannot change temperature suddenly. Does your result assume a sudden quench?

A: The final state does not. It depends on $\Delta$ and on the last temperature, provided the hold there is long compared with $\tau$. I integrated the rate equations at constant $k$ along two temperature paths from 1685 K to 1500 K, one through 1550 K and one through 1400 K. Each took 400 time units of $1/(k\times10^{14}\ \mathrm{cm^{-3}})$, followed by a hold of 50 units. Both ended at the formula's values within one part in a million.

For the time scale take $a=0.5$ nm, $D_I=4\times10^{-4}$ and $D_V=4\times10^{-5}\ \mathrm{cm^2/s}$, again rough. Then $k=2.8\times10^{-10}\ \mathrm{cm^3/s}$ and $\tau=1/(ks)=3.2\times10^{-5}$ s at 1500 K. After an imagined sudden quench, $V$ would be $1.58\times10^{14}\ \mathrm{cm^{-3}}$ at $t=\tau$ and $1.07\times10^{14}\ \mathrm{cm^{-3}}$ at $5\tau$. A real cooling time of 300 s is far longer, so the concentrations follow the closed form at each temperature on the way down.

Q: Unless there is a recombination barrier.

A: A barrier $B$ multiplies $\tau$ by about $e^{B/\theta}$. At 1500 K, relaxation becomes as slow as the cooling when $B=\theta\ln(300\ \mathrm s/\tau)=2.1$ eV. The barrier must lie well below that for the argument to hold, because near 1500 K a steady 300 s cooling changes $K$ by a factor $e$ in only about 40 s. At the end of such a cooling $I$ lies above the closed form by 9% for $B=1.5$ eV and by a factor of 2 for $B=1.8$ eV. At lower temperature the permitted barrier shrinks with $\theta$, so the closed form can fail there by freezing.

Q: In 300 s the surfaces also have time to act.

A: They do, near the surface. Once pairs are in local balance at uniform temperature, $K$ is uniform and a slow variation of $\Delta$ fixes everything. Since $ds/d\Delta=\Delta/s$,

$$\frac{dI_f}{d\Delta}=\frac12\left(1+\frac{\Delta}{s}\right)=\frac{I_f}{s},\qquad
\frac{dV_f}{d\Delta}=-\frac{V_f}{s}.$$

The flux of $I-V$ is $-D_I\nabla I+D_V\nabla V$, so $\Delta$ spreads with diffusivity

$$D_\Delta=\frac{D_II_f+D_VV_f}{s},$$

a weighted mean of $D_I$ and $D_V$. At 1500 K it is $5.9\times10^{-5}\ \mathrm{cm^2/s}$, much nearer to $D_V$ than to $D_I$ because vacancies dominate.

To be cautious, use the larger value $D_I$. The slowest diffusion mode between two absorbing faces a distance $L$ apart is $\sin(\pi x/L)$, which decays in a time $L^2/(\pi^2D_I)=2.5\times10^4$ s, or about seven hours. In 300 s a surface disturbance falls to 16% of its surface value at a depth $2\sqrt{D_It}=7$ mm. The middle of the block is 50 mm deep, so the surface disturbance does not reach it during cooling. This estimate takes the temperature as uniform at each moment. In a real block this thick the middle stays hotter than the faces and reaches 1500 K several minutes after them. Meanwhile interstitials diffuse outwards from the hotter middle. For a rough thermal diffusivity of $0.1\ \mathrm{cm^2/s}$, and faces cooled steadily over the 300 s, this makes $\Delta$ in the middle 2 to 3% more negative if the diffusivities do not depend on temperature and the temperature gradient causes no drift of its own. Diffusivities that rise above 1500 K could bring it to about 5%, still a small correction to the values above. The surfaces keep acting while the middle cools: 20 minutes after the start, absorbing faces have reduced $|\Delta|$ by about 15% at 7 mm depth and 2% at 10 mm. In roughly the outer centimetre the result fails.

If sinks act everywhere and for long enough, the end state is different. I added loss terms $-(I-I^*)/t_I$ and $-(V-V^*)/t_V$ to the rate equations at 1500 K, with lifetimes of 50 and 500 of the same time units. After 20000 units the solution had reached $I^*$ and $V^*$ within one part in $10^5$.

Q: You have four times the equilibrium number of vacancies. Surely they cluster.

A: Start with pairs. Each silicon site has four neighbours and each neighbour pair is shared by two sites, so there are $2N$ pair positions per volume for $N$ sites. With binding energy $E_b$ the divacancy concentration is

$$C_2\approx 2N\left(\frac{V_f}{N}\right)^2e^{E_b/\theta}.$$

For a rough $E_b=1.6$ eV, and without a binding entropy, $C_2=1.1\times10^{11}\ \mathrm{cm^{-3}}$ at 1500 K. The vacancies tied up in pairs amount to 0.2% of the single ones.

A void is another matter. Moving one vacancy into a large void lowers the free energy by $\theta\ln(V_f/V^*)$, apart from the surface cost. With surface energy $\gamma$ and atomic volume $\Omega$, a void of radius $r$ costs

$$W(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}\,\theta\ln\frac{V_f}{V^*}.$$

Setting $dW/dr=0$ gives $r_c=2\gamma\Omega/[\theta\ln(V_f/V^*)]$, and inserting it gives $W(r_c)=4\pi\gamma r_c^2/3$. For a rough $\gamma=1\ \mathrm{J/m^2}$ at 1500 K, $r_c=1.4$ nm and the barrier is 52 eV, or $400\,\theta$. In this estimate voids do not form in the perfect crystal at that temperature.

Q: And at 1400 K?

A: There the estimate is much less comfortable. The ratio $I^*/V^*$ stays at $7/8$ because the formation energies are equal, so $V^*=\sqrt{8K/7}=2.9\times10^{12}\ \mathrm{cm^{-3}}$ and the supersaturation is about 34. The barrier scales as $1/[\theta\ln(V_f/V^*)]^2$ at fixed $\gamma$ and $\Omega$, which brings it down to about 9 eV, or $75\,\theta$. The barrier also goes as $\gamma^3$: with $\gamma=0.8\ \mathrm{J/m^2}$ it is $38\,\theta$ at 1400 K, though still about $200\,\theta$ at 1500 K. Impurities and existing defects can lower it further. The 1400 K result is therefore a statement about a crystal in which clustering has not begun.

Q: What about the Fermi level you promised to check?

A: Take $10^{15}\ \mathrm{cm^{-3}}$ dopants and a rough intrinsic carrier density $n_i=2\times10^{19}\ \mathrm{cm^{-3}}$ at 1500 K. If the Fermi level shifts by $u\theta$, neutrality reads $n_i(e^u-e^{-u})=10^{15}\ \mathrm{cm^{-3}}$, so $u=2.5\times10^{-5}$. With at most two charges on each defect, $I^*$ and $V^*$ each change by at most a factor $e^{2u}$, and $K$ by at most $e^{4u}$. The relative change of $K$ is then bounded by about $10^{-4}$. Adding two charges per vacancy to the neutrality condition raises the bound only to $1.2\times10^{-4}$. Heavy doping or a much lower temperature would require a new $K$.

Q: How close is all this to a real silicon crystal?

A: The starting values have the order of magnitude expected near the melting point, but their small difference is poorly known, and the answer rests on it. Raise $I_0$ by 5% and hold $V_0$ and the 1500 K value of $K$ fixed. Then $\Delta$ changes from $-1.0\times10^{14}$ to $-6.5\times10^{13}\ \mathrm{cm^{-3}}$. The final $V$ drops by 31% to $7.4\times10^{13}\ \mathrm{cm^{-3}}$, and the final $I$ rises by 44% to $8.5\times10^{12}\ \mathrm{cm^{-3}}$. By comparison, thermal contraction from 1685 K to 1500 K changes the volume by only 0.2%. A crystal pulled from the melt also breaks the assumption of uniformity: defects diffuse along the temperature gradient near the growth front and change $\Delta$ before the interior is isolated. For such a crystal, $\Delta$ should be taken after that stage, and I have not computed it here. Oxygen and other impurities that trap vacancies are also left out. The numerical output below lists the values for this block.

Q: So I may use the formula if I know $\Delta$ better than I know $I_0$ and $V_0$ separately?

A: Yes. The starting values enter the formula only through $\Delta$. The slopes $I_f/s$ and $-V_f/s$ say how an error in $\Delta$ passes on: at 1500 K, 95% of it goes into the vacancies and 5% into the interstitials. Divide each slope by its own concentration: a small error $\delta\Delta$ changes both concentrations by the same relative size, $|\delta\Delta|/s$, with opposite signs. Since $s\ge|\Delta|$, this first-order change is not larger than the relative error of $\Delta$ itself. A large error can exceed it: above, a 35% fall of $|\Delta|$ raised $I$ by 44%. You also need $K$ at the final temperature, a hold much longer than $\tau$, and a region that sinks and clusters have not yet reached.

## Computed values

```
Start temperature: 1685 K
Start I: 7e+14 cm^-3
Start V: 8e+14 cm^-3
Conserved I-V: -1e+14 cm^-3
Formation energy I: 4 eV
Formation energy V: 4 eV
Hold temperature: 1500 K
Equilibrium I* at hold: 2.342e+13 cm^-3
Equilibrium V* at hold: 2.676e+13 cm^-3
Product K at hold: 6.268e+26 cm^-6
Root sqrt(delta^2+4K): 1.118e+14 cm^-3
Final I at hold: 5.917e+12 cm^-3
Final V at hold: 1.059e+14 cm^-3
Final I at hold, converted: 5.917e-12 angstrom^-3
Final V at hold, converted: 1.059e-10 angstrom^-3
Pairs recombined: 6.941e+14 cm^-3
Reheat temperature: 1600 K
Product K at reheat: 2.999e+28 cm^-6
Final I at reheat: 1.303e+14 cm^-3
Final V at reheat: 2.303e+14 cm^-3
Pairs generated on reheat: 1.243e+14 cm^-3
Cold temperature: 1400 K
Final I at cold: 7.531e+10 cm^-3
Final V at cold: 1.001e+14 cm^-3
K/delta^2 at cold: 0.0007537
Error of K/|delta| at cold: 0.0007531
Minority, subtraction, delta=1 K=1e-18: 0
Minority, stable form, same case: 1e-18
Diffusivity I: 0.0004 cm^2/s
Diffusivity V: 4e-05 cm^2/s
Capture radius: 0.5 nm
Rate constant k: 2.765e-10 cm^3/s
Relaxation time at hold: 3.234e-05 s
V after one relaxation time: 1.578e+14 cm^-3
V after five relaxation times: 1.066e+14 cm^-3
Effective diffusivity of I-V: 5.905e-05 cm^2/s
Block thickness: 100 mm
Cooling time: 300 s
Surface sink time, using D_I: 2.533e+04 s
Surface-affected depth: 6.928 mm
Surface effect left at that depth: 0.1573
Divacancy binding: 1.6 eV
Divacancies: 1.067e+11 cm^-3
Vacancies in pairs / single V: 0.002014
Vacancy supersaturation V/V*: 3.957
Surface energy: 1 J/m^2
Critical void radius: 1.405 nm
Void nucleation barrier: 51.61 eV
Void barrier / kT: 399.3
Dopant concentration: 1e+15 cm^-3
Intrinsic carriers at hold: 2e+19 cm^-3
Bound on relative K change: 0.0001
Barrier matching cooling time: 2.074 eV
Relative volume contraction: 0.00222
I-V if start I is 5% higher: -6.5e+13 cm^-3
Final I in that case: 8.525e+12 cm^-3
Final V in that case: 7.352e+13 cm^-3
```
